Binding-energy ratios of selenium in silicon and of helium

**Question**

A selenium atom on a silicon site has two more valence electrons than the atom it replaces. It can bind both of them, so it is a double donor. Removing the first electron (Se⁰ → Se⁺) takes E_neutral = 307 meV, and removing the second (Se⁺ → Se²⁺) takes E_ion = 593 meV. Helium also has two electrons bound to a charge Z = 2. This question asks how far the likeness goes.

Binding energies are positive. Helium is treated in Hartree atomic units with a fixed nucleus and without relativity. Donor energies are in meV and lengths in nm. For both systems define

R = E_ion / E_neutral.

**Part (a). Find R for selenium. Express through R the fraction f of E_ion that is lost to the repulsion between the electrons, and evaluate it.**

*Answer.* The ratio is

R = 593/307 = 1.932.

If the electrons did not repel each other, each would be bound by E_ion. The first electron removed is in fact bound by E_neutral. The difference is the net cost of repulsion, after the orbitals have adjusted to it:

E_ion − E_neutral = 593 − 307 = 286 meV.

As a fraction of E_ion,

f = (E_ion − E_neutral)/E_ion = 1 − 1/R = 286/593 = 0.482.

Without repulsion f = 0 and R = 1. If repulsion nearly unbinds the first electron, f approaches 1 and R grows without limit.

**Part (b). Estimate R for helium with the trial function exp[−k(r₁ + r₂)]. State on which side of the true ratio the estimate lies.**

*Answer.* The ion is hydrogen-like, with energy −Z²/2, so E_ion = 2 hartree.

For the atom, each electron has the normalized orbital φ = (k³/π)^(1/2) e^(−kr). Since |∇φ| = kφ, its kinetic energy is ½∫|∇φ|² d³r = k²/2. The radial probability density is P(r) = 4k³r²e^(−2kr), which gives

⟨1/r⟩ = ∫₀^∞ 4k³ r e^(−2kr) dr = 4k³/(2k)² = k.

For the repulsion, note that a spherical shell of charge acts on points outside it as if its charge were at the centre. Let r be the radius of the outer electron. The probability that the other one lies inside r is

Q(r) = ∫₀^r P dr′ = 1 − e^(−2kr)(1 + 2kr + 2k²r²).

Either electron may be the outer one, hence a factor 2:

⟨1/r₁₂⟩ = 2∫₀^∞ P(r)Q(r)/r dr
= 8k³ ∫₀^∞ r[e^(−2kr) − e^(−4kr)(1 + 2kr + 2k²r²)] dr.

With ∫₀^∞ rⁿe^(−cr) dr = n!/c^(n+1), the four terms are

⟨1/r₁₂⟩ = 8k(1/4 − 1/16 − 1/16 − 3/64) = 5k/8.

The total energy is therefore

E(k) = 2(k²/2) − 2Zk + 5k/8.

Setting dE/dk = 2k − 2Z + 5/8 = 0 gives k = Z − 5/16 = 1.6875. Since E(k) = k² − 2k(Z − 5/16), the minimum is E = −k² = −2.84766 hartree. The first ionization energy is the ion's energy minus the atom's:

I = −Z²/2 − E = 2.84766 − 2 = 0.84766 hartree,
R = 2/0.84766 = 2.359.

A trial energy cannot lie below the true ground-state energy. The estimate of I is thus too small or correct, and the estimate of R is an upper bound.

For large Z the same trial gives

R = (Z²/2)/[(Z − 5/16)² − Z²/2] ≈ 1/(1 − 5/(4Z)),

which tends to 1, because attraction grows as Z² and repulsion as Z.

**Part (c). The trial function of part (b) ignores the tendency of the electrons to avoid each other. Let ψ depend on s = r₁ + r₂, t = r₂ − r₁ and u = r₁₂. Derive the energy functional. A trial function of 22 terms gives E = −2.90370 hartree; find the improved R.**

*Answer.* First the volume element. At fixed r₁ and r₂, u² = r₁² + r₂² − 2r₁r₂c, where c is the cosine of the angle θ between **r₁** and **r₂**. Hence u du = r₁r₂ sin θ dθ, and integration over the orientation of the triangle gives

d³r₁ d³r₂ → 8π² r₁r₂u dr₁ dr₂ du.

Because r₁r₂ = (s² − t²)/4 and dr₁dr₂ = ½ ds dt, the weight is u(s² − t²), up to a constant that cancels in the energy. For ψ even in t it suffices to integrate over 0 ≤ t ≤ u ≤ s.

Next the kinetic energy. Let **e₁**, **e₂** be unit vectors along **r₁**, **r₂**, and **n** = (**r₁** − **r₂**)/u. Subscripts on ψ denote derivatives:

∇₁ψ = (ψ_s − ψ_t)**e₁** + ψ_u**n**,
∇₂ψ = (ψ_s + ψ_t)**e₂** − ψ_u**n**.

Half the sum of the squares is

ψ_s² + ψ_t² + ψ_u² + ψ_uψ_s(**e₁**·**n** − **e₂**·**n**) − ψ_uψ_t(**e₁**·**n** + **e₂**·**n**).

From **e₁**·**n** = (r₁ − r₂c)/u and **e₂**·**n** = (r₁c − r₂)/u,

**e₁**·**n** − **e₂**·**n** = s(1 − c)/u,
**e₁**·**n** + **e₂**·**n** = −t(1 + c)/u.

The definition of u² also gives

1 − c = (u² − t²)/(2r₁r₂) = 2(u² − t²)/(s² − t²),
1 + c = (s² − u²)/(2r₁r₂) = 2(s² − u²)/(s² − t²).

The potential energy is −Zs/(r₁r₂) + 1/u = −4Zs/(s² − t²) + 1/u. Multiplying everything by the weight gives E = N/D, with

N = ∫{u(s² − t²)(ψ_s² + ψ_t² + ψ_u²)
 + 2ψ_u[s(u² − t²)ψ_s + t(s² − u²)ψ_t]
 + (−4Zsu + s² − t²)ψ²} ds du dt,

D = ∫u(s² − t²)ψ² ds du dt.

The 22 terms are s^i t^j u^n e^(−ks) with j even, i + j + n ≤ 4 and k = 1.8. Every integral needed is elementary. Integrating over t, then u, then s gives

∫s^a t^b u^c e^(−2ks) = (a + b + c + 2)! / [(b + 1)(b + c + 2)(2k)^(a+b+c+3)],

where c is now an exponent. Making N/D stationary with respect to the linear coefficients gives a matrix eigenvalue problem, whose lowest root is the quoted energy. Then

I = 2.90370 − 2 = 0.9037 hartree = 24.59 eV,
R = 2/0.9037 = 2.213, f = 1 − 1/R = 0.548.

A configuration-interaction calculation in the cc-pVQZ Gaussian basis gives −2.90241 hartree. This is also an upper bound, slightly less tight. Using it instead would raise R by 0.003, far less than the difference between helium and selenium.

**Part (d). Show that a donor of charge +2 in one isotropic parabolic band, with constant relative permittivity ε, has helium's R. Use this to predict selenium's neutral binding energy from its ion energy.**

*Answer.* Let m be the band mass in electron masses. In atomic units

H = −(1/2m)(∇₁² + ∇₂²) − (Z/ε)(1/r₁ + 1/r₂) + 1/(εr₁₂).

Put **r** = (ε/m)**x**. Each ∇² acquires a factor m²/ε², so the kinetic term acquires m/ε² relative to helium's. Each 1/r acquires m/ε, so each potential term also acquires m/ε². Thus

H = (m/ε²)H_He.

The one-electron Hamiltonian scales in the same way. Both binding energies are multiplied by m/ε², which cancels in R. The prediction for selenium is

E_neutral = 593/2.213 = 268 meV.

The given value is 39 meV larger, or 13 % of 307 meV. The selenium ratio is 0.873 times helium's. Relative to its ion energy, selenium loses less to repulsion than helium does: 0.482 against 0.548.

**Part (e). A conduction valley of silicon has different masses along and across its axis. Take the rough values m_l = 0.92, m_t = 0.19 and ε = 11.4. Examine the effect on R with an ellipsoidal product trial function, and compare the absolute helium-like energies with selenium's.**

*Answer.* Consider one valley with its axis along z. Give each electron the orbital

φ ∝ exp(−q/λ), q = [x² + y² + z²/b²]^(1/2),

where λ sets the size and b the flattening. In the stretched coordinates (x, y, z/b) this is a spherical 1s orbital. Each Cartesian component carries a third of its mean squared gradient, so the kinetic energy per electron is K/λ², with

K = ½[2/(3m_t) + 1/(3b²m_l)].

A vector of stretched length q whose direction has cosine c to the axis has true length q(1 − c² + b²c²)^(1/2). Since directions are uniformly distributed in stretched space, ⟨1/r⟩ = A/λ, with

A = ∫₀¹ dc/(1 − c² + b²c²)^(1/2).

The separation of the electrons is also uniformly distributed in direction there, because both densities are spherical. The repulsion therefore carries the same factor: ⟨1/r₁₂⟩ = (5/8)A/λ. The energies of one and two electrons are

E₁ = K/λ² − ZA/(ελ),
E₂ = 2K/λ² − (2Z − 5/8)A/(ελ).

An expression α/λ² − β/λ has its minimum −β²/(4α) at 1/λ = β/(2α), so

E₁ = −Z²A²/(4Kε²),
E₂ = −(2Z − 5/8)²A²/(8Kε²).

Both are proportional to A²/K. They are lowest at the same b, and their ratio does not contain the masses. Within this trial, with both electrons in the same valley, R = 2.359 for any anisotropy, as in part (b). A more flexible wave function need not share this property.

The best flattening is b = 0.573. Comparing E₁ with the isotropic result −Z²m/(2ε²) identifies an equivalent spherical mass m = A²/(2K) = 0.298. One hartree = 54.42/2 = 27.21 eV then becomes

27210 × 0.298/11.4² = 62.4 meV,

and the effective bohr is 2.03 nm. A helium-like donor with this equivalent spherical mass has

E_ion = 2 × 62.4 = 125 meV,
E_neutral = 0.9037 × 62.4 = 56 meV.

Selenium's energies are 4.75 and 5.45 times as large. The uncertain choice of mass does not explain this. Matching the ion energy would need a mass of 0.298 × 4.75 = 1.4, above even m_l = 0.92. Another common-sense choice, the inverse-average mass 3/(2/m_t + 1/m_l) = 0.258, would lower the ion energy to 108 meV. Selenium is thus not a scaled helium atom, although its ratio is within 13 % of helium's. The ratio conceals the failure because the model makes both energies too small by similar factors, 4.75 and 5.45, which largely cancel.

**Part (f). Suppose that the missing attraction comes from the region near the selenium core. Represent it by −V₀ exp(−r²/r_c²), the same for ion and neutral donor, added to the isotropic Hamiltonian of part (d) with Z = 2, m = 0.298 and ε = 11.4. For each r_c, V₀ is fixed so that E_ion = 593 meV. The neutral donor is then solved in the mean field, with both electrons in one optimized orbital and repulsion 1/(εr₁₂). Here ⟨r⟩ is the mean radius in the ion and J the repulsion of two electrons placed in the ion's orbital. Explain the trend in R.**

| r_c (nm) | V₀ (eV) | ⟨r⟩ (nm) | J (meV) | E_neutral (meV) | R |
|---|---|---|---|---|---|
| 0.1 | 29.71 | 0.420 | 303 | 311 | 1.910 |
| 0.2 | 8.17 | 0.462 | 265 | 341 | 1.740 |
| 0.4 | 2.71 | 0.541 | 219 | 381 | 1.556 |
| 0.8 | 1.19 | 0.672 | 173 | 424 | 1.397 |

*Answer.* Two electrons in the unchanged ion orbital have total energy −2E_ion + J. The optimized orbital cannot give a higher energy. Subtracting the total from the ion's energy −E_ion gives

E_neutral ≥ E_ion − J.

For r_c = 0.1 nm the right side is 593 − 303 = 290 meV, and the computed value is 311 meV. The 21 meV between them is the gain from letting the orbital adjust. For r_c = 0.8 nm the corresponding numbers are 420, 424 and 4 meV.

Along the table J falls by 130 meV, while the gain from adjustment falls by 17 meV. The trend is therefore controlled by J. At fixed ion energy, a wider well holds a more extended orbital, the electrons repel less, E_neutral rises and R falls.

At the same mean-field level pure helium has R = 2.321, and all four rows lie below it. The ratio depends on the shape of the core potential even when the ion energy is held fixed, so it does not measure the charge Z alone. The first row nearly reproduces selenium's ratio with a well about 30 eV deep, a system very unlike scaled helium.

**Part (g). Does the first row show that selenium has a core radius of 0.1 nm? Consider that silicon cannot fully screen two electrons that are very close together.**

*Answer.* No. Replace the repulsion by

[1 + (ε − 1)exp(−r₁₂²/d²)]/(εr₁₂),

which is unscreened at r₁₂ = 0 and fully screened far beyond d. Take d = 0.1 nm as a rough assumed range. The ion has one electron, so its energy and the fitted V₀ do not change. Averaged over the neutral orbitals of part (f), the added repulsion is 169, 103, 54 and 26 meV for the four radii.

These averages bound the corrected mean-field energy. Added repulsion cannot increase the binding, so the values in the table are upper bounds. The old orbital remains a valid trial, so subtracting the average gives lower bounds:

r_c = 0.1 nm: 142 to 311 meV, R from 1.91 to 4.2;
r_c = 0.2 nm: 238 to 341 meV, R from 1.74 to 2.5;
r_c = 0.4 nm: 327 to 381 meV, R from 1.56 to 1.81;
r_c = 0.8 nm: 398 to 424 meV, R from 1.40 to 1.49.

Solving the mean field again with the modified repulsion places the values near the lower energy bounds: E_neutral = 177, 250, 330 and 400 meV, or R = 3.34, 2.37, 1.80 and 1.48. With d = 0.1 nm the first row is far from selenium, whose ratio is then reached for r_c between 0.3 and 0.4 nm. The agreement of 311 meV with the given 307 meV was obtained with full screening at all distances, so it is not evidence for r_c = 0.1 nm. Since d is also uncertain, the two given energies cannot fix the three unknowns V₀, r_c and d.

For real silicon, the masses and permittivity used here are rough typical values, and the binding energies are those given for selenium. Two doubtful assumptions are constant permittivity and a single parabolic band. Incomplete screening of the repulsion alone lowers the mean-field E_neutral by at most 26 to 169 meV, depending on r_c, for the assumed d. The donor's attraction is also less screened near the core. With the same form and d = 0.1 nm applied to the attraction, the ion would be bound by about 2.8 eV without any well, so the fitted V₀ changes sign (about −12 eV for r_c = 0.1 nm) and E_neutral changes with it. The single parabolic band is doubtful because the decay length at the ion energy is comparable to a silicon bond of roughly 0.24 nm: it is 0.46 nm for the equivalent spherical mass, 0.26 nm for m_l and 0.58 nm for m_t. The two smallest well radii are even shorter than a bond. This calculation does not give the size of that error. Silicon also has six equivalent conduction valleys, which a core potential can mix. Interference between them can change both the attraction and the repulsion near the core. The table in part (f) therefore illustrates a one-valley model and is not a quantitative description of selenium. Correlation beyond the mean field is also left out. Helium's scales to 2.6 meV, but its size in the core well is not calculated here. At 300 K the thermal energy is 25.9 meV, so the neutral binding energy is 11.9 times larger. That number alone does not give the ionized fraction, which also depends on the donor concentration and the Fermi level.

The main computed values are collected in the numerical output below.

Table of computed values

```
HELIUM (fixed nucleus, nonrelativistic)
product trial: best k = 1.6875 1/bohr
product trial: total energy = -2.84766 hartree
product trial: I = 0.84766 hartree, R = 2.359
r12 trial: number of terms = 22
r12 trial: total energy = -2.90370 hartree
CI check, cc-pVQZ: total energy = -2.90241 hartree
He+ binding = 2.0000 hartree = 54.42 eV
He binding = 0.9037 hartree = 24.59 eV
helium ratio R = 2.213
helium repulsion fraction f = 0.548
mean-field helium ratio = 2.321
SELENIUM IN SILICON
given: ion 593 meV, neutral 307 meV
selenium ratio R = 1.932
selenium energy difference = 286 meV
selenium repulsion fraction f = 0.482
selenium R / helium R = 0.873
neutral predicted by helium ratio = 268 meV
given minus predicted = 39 meV
SCALED HELIUM IN SILICON
rough inputs: m_l = 0.92, m_t = 0.19, eps = 11.4
best axis ratio b/a = 0.573
equivalent spherical mass = 0.298 electron masses
effective hartree = 62.4 meV
effective bohr = 2.03 nm
helium-like ion = 125 meV
helium-like neutral = 56 meV
given/model: ion 4.75
given/model: neutral 5.45
CORE WELL, ion energy held at the given value
columns: rc nm | V0 eV | ion mean radius nm |
  frozen repulsion meV | neutral meV | R
0.1 | 29.71 | 0.420 | 303 | 311 | 1.910
0.2 | 8.17 | 0.462 | 265 | 341 | 1.740
0.4 | 2.71 | 0.541 | 219 | 381 | 1.556
0.8 | 1.19 | 0.672 | 173 | 424 | 1.397
SIZES OF NEGLECTED EFFECTS
correlation, scaled from He = 2.6 meV
inverse-average mass = 0.258 electron masses
ion with that mass = 108 meV
assumed range of poor screening = 0.1 nm
extra repulsion from it, first order:
  rc = 0.1 nm: 169 meV
  rc = 0.2 nm: 103 meV
  rc = 0.4 nm: 54 meV
  rc = 0.8 nm: 26 meV
decay length at the ion energy = 0.46 nm
Si bond length (rough lattice 0.543 nm) = 0.235 nm
thermal energy at 300 K = 25.9 meV
neutral binding / thermal energy = 11.9
```
